# Upper confidence bound on failure probability when no structure fails: a numerical check

```python
"""
Result under test: if n independent structures, each with failure probability p
in a fixed stress test, all survive, the exact one-sided upper confidence bound
on p is  p_U = 1 - alpha**(1/n).  For n = 300, alpha = 0.05: 0.994 percent.

Symbols: n      number of structures stressed
         alpha  allowed probability that the bound misses the true p
         p      probability that one structure fails during the test
         u(x)   upper bound reported after x failures; p_U = u(0)
"""
import math
import numpy as np
from scipy.optimize import brentq
from scipy.stats import beta, binom

n = 300
alpha = 0.05


def count_distribution(probabilities):
    """Distribution of the number of failures, adding one structure at a time."""
    dist = np.array([1.0])
    for q in probabilities:
        dist = np.convolve(dist, [1.0 - q, q])
    return dist


def cumulative(x, p):
    return count_distribution(np.full(n, p))[: x + 1].sum()


# Bound from its definition (root search) against the closed formula
p_root = brentq(lambda p: cumulative(0, p) - alpha, 1e-6, 0.5, xtol=1e-14)
p_U = 1.0 - alpha ** (1.0 / n)
assert abs(p_root - p_U) < 1e-11
assert round(100 * p_root, 3) == 0.994

# Derivative of the cumulative probability: finite difference against formula
for x, p in [(0, 0.01), (2, 0.01), (5, 0.03)]:
    h = 1e-6
    numeric = (cumulative(x, p + h) - cumulative(x, p - h)) / (2 * h)
    formula = -n * math.comb(n - 1, x) * p**x * (1 - p) ** (n - 1 - x)
    assert abs(numeric / formula - 1) < 1e-5

# Bounds for every outcome, checked against the constructed distribution
outcomes = np.arange(n + 1)
u = np.ones(n + 1)
u[:n] = beta.ppf(1 - alpha, outcomes[:n] + 1, n - outcomes[:n])
for x in (0, 1, 5, 40):
    assert abs(cumulative(x, u[x]) - alpha) < 1e-8


def coverage(p, bounds):
    """Probability that the reported bound is not below the true p."""
    return binom.pmf(outcomes, n, p)[bounds >= p].sum()


# Coverage guarantee, and its tightness just above p_U
p_grid = np.linspace(1e-4, 0.999, 3000)
lowest_coverage = min(coverage(p, u) for p in p_grid)
assert lowest_coverage >= 1 - alpha - 1e-9
coverage_above = coverage(p_U * (1 + 1e-6), u)
assert abs(coverage_above - (1 - alpha)) < 1e-6
coverage_below = coverage(p_U * (1 - 1e-6), u)
assert coverage_below > 1 - 1e-9

# A smaller bound after zero failures breaks the guarantee
c_small, p_between = 0.0090, 0.0095
u_small = u.copy()
u_small[0] = c_small
coverage_small = coverage(p_between, u_small)
assert coverage_small < 1 - alpha

# Approximations to the bound
y = -math.log(alpha) / n
rule_of_three = 3.0 / n
assert p_root < y < rule_of_three
assert abs((y - p_root) / (y**2 / 2) - 1) < 0.01

# Smallest failure-free sample that demonstrates p <= 1 percent, by counting
target = 0.01
n_needed, survive_all = 0, 1.0
while survive_all > alpha:
    survive_all *= 1 - target
    n_needed += 1
assert n_needed == math.ceil(math.log(alpha) / math.log(1 - target))

# Unequal probabilities with mean p_U: half cannot fail, half have 2 p_U
mixed = np.concatenate([np.zeros(n // 2), np.full(n // 2, 2 * p_U)])
zero_mixed = count_distribution(mixed)[0]
assert abs(mixed.mean() - p_U) < 1e-14 and zero_mixed < alpha
rng = np.random.default_rng(7)
for _ in range(20):
    varied = rng.exponential(0.01, n).clip(0, 0.9)
    assert count_distribution(varied)[0] < (1 - varied.mean()) ** n

# Shared fate: all structures on one die fail together or survive together
dies, per_die, runs = 30, 10, 40000


def simulate_shared(p):
    die_fails = rng.random((runs, dies)) < p
    fails = np.repeat(die_fails, per_die, axis=1)
    assert fails.shape[1] == n
    return fails.mean(), np.mean(~fails.any(axis=1))


zero_shared = (1 - p_U) ** dies
p_U_shared = 1 - alpha ** (1.0 / dies)
# tolerances are at least four standard errors of the simulation
rate_sim, zero_sim = simulate_shared(p_U)
assert abs(rate_sim - p_U) < 5e-4
assert abs(zero_sim - zero_shared) < 0.01
_, zero_sim_bound = simulate_shared(p_U_shared)
assert abs(zero_sim_bound - alpha) < 0.006

print(f"structures stressed n: {n}")
print("failures observed: 0")
print(f"allowed miss probability alpha: {100*alpha:.1f} percent")
print(f"ln(alpha): {math.log(alpha):.6f}")
print(f"ln(alpha)/n: {math.log(alpha)/n:.8f}")
print(f"alpha**(1/n): {alpha**(1/n):.8f}")
print(f"upper bound, root search: {100*p_root:.5f} percent")
print(f"upper bound, closed formula: {100*p_U:.5f} percent")
print(f"upper bound, rounded: {100*p_U:.3f} percent")
print(f"zero-failure probability at bound: {100*cumulative(0, p_U):.4f} percent")
print(f"bound after one failure u(1): {100*u[1]:.3f} percent")
print(f"lowest coverage on grid of p: {100*lowest_coverage:.3f} percent")
print(f"coverage just above p_U: {100*coverage_above:.4f} percent")
print(f"coverage just below p_U: {100*coverage_below:.4f} percent")
print(f"too-small bound tried: {100*c_small:.3f} percent")
print(f"true p used against it: {100*p_between:.3f} percent")
print(f"coverage of too-small bound: {100*coverage_small:.2f} percent")
print(f"approximation -ln(alpha)/n: {100*y:.5f} percent")
print(f"its excess over exact bound: {100*(y-p_root):.5f} percentage points")
print(f"leading estimate y^2/2: {100*y**2/2:.5f} percentage points")
print(f"rule of three 3/n: {100*rule_of_three:.3f} percent")
print(f"target failure probability: {100*target:.1f} percent")
print(f"failure-free structures needed: {n_needed}")
print(f"mixed population, p of weak half: {100*2*p_U:.3f} percent")
print(f"mixed population, zero-failure prob.: {100*zero_mixed:.3f} percent")
print(f"shared fate: {dies} dies, {per_die} structures per die")
print(f"simulated test campaigns: {runs}")
print(f"shared fate, zero-failure prob. at p_U: {100*zero_shared:.2f} percent")
print(f"same, simulated: {100*zero_sim:.2f} percent")
print(f"shared fate, correct upper bound: {100*p_U_shared:.2f} percent")
print(f"zero-failure prob. there, simulated: {100*zero_sim_bound:.2f} percent")
print("every check passed")
```

It prints:

```
structures stressed n: 300
failures observed: 0
allowed miss probability alpha: 5.0 percent
ln(alpha): -2.995732
ln(alpha)/n: -0.00998577
alpha**(1/n): 0.99006392
upper bound, root search: 0.99361 percent
upper bound, closed formula: 0.99361 percent
upper bound, rounded: 0.994 percent
zero-failure probability at bound: 5.0000 percent
bound after one failure u(1): 1.571 percent
lowest coverage on grid of p: 95.001 percent
coverage just above p_U: 95.0000 percent
coverage just below p_U: 100.0000 percent
too-small bound tried: 0.900 percent
true p used against it: 0.950 percent
coverage of too-small bound: 94.29 percent
approximation -ln(alpha)/n: 0.99858 percent
its excess over exact bound: 0.00497 percentage points
leading estimate y^2/2: 0.00499 percentage points
rule of three 3/n: 1.000 percent
target failure probability: 1.0 percent
failure-free structures needed: 299
mixed population, p of weak half: 1.987 percent
mixed population, zero-failure prob.: 4.925 percent
shared fate: 30 dies, 10 structures per die
simulated test campaigns: 40000
shared fate, zero-failure prob. at p_U: 74.11 percent
same, simulated: 74.25 percent
shared fate, correct upper bound: 9.50 percent
zero-failure prob. there, simulated: 4.99 percent
every check passed
```
